# How Many Breakdown Times Fix a Weibull Slope to Ten Percent?: a numerical check

```python
"""Result under test: for n uncensored Weibull failure times with slope beta
and scale eta both unknown, the asymptotic relative standard error of the
maximum-likelihood slope is sqrt(6/(pi^2 n)); 10 percent needs n = 61.
F(t) = 1 - exp(-(t/eta)^beta), mu = ln(eta), z = (t/eta)^beta.
Example: HfO2/SiO2 gate stack under voltage stress, rough typical parameters.
"""
import numpy as np
from scipy.constants import Julian_year
from scipy.optimize import brentq
from scipy.special import digamma, gammaln

rng = np.random.default_rng(20417)
euler = np.euler_gamma

# Example inputs
beta, eta = 1.2, 1000.0                  # slope, scale in s
area_test, area_chip = 1e-6, 0.1         # cm2
chip_fraction = 1e-4
v_stress, v_use, exponent = 2.2, 0.9, 35.0
thickness_spread = 0.01
target = 0.10


def log_density(t, b, mu):
    y = np.log(t) - mu
    return np.log(b) - np.log(t) + np.log(np.exp(b * y)) - np.exp(b * y)


def log_survival(t, b, mu):
    return -np.exp(b * (np.log(t) - mu))


def numerical_score(function, t, b, mu):
    h = 1e-4
    return np.array([
        (function(t, b + h, mu) - function(t, b - h, mu)) / (2 * h),
        (function(t, b, mu + h) - function(t, b, mu - h)) / (2 * h)])


def information(b, scale, stop_z=None):
    """Expected score product per device; optional stop at z = stop_z."""
    mu = np.log(scale)
    upper = 4.5 if stop_z is None else np.log(stop_z)
    node, weight = np.polynomial.legendre.leggauss(300)
    u = -40 + (node + 1) * (upper + 40) / 2
    t = scale * np.exp(u / b)
    probability = (weight * (upper + 40) / 2 * t / b
                   * np.exp(log_density(t, b, mu)))
    score = numerical_score(log_density, t, b, mu)
    result = (score * probability) @ score.T
    total = probability.sum()
    if stop_z is not None:
        t_stop = scale * stop_z ** (1 / b)
        survivor = numerical_score(log_survival, t_stop, b, mu)
        alive = np.exp(log_survival(t_stop, b, mu))
        result = result + alive * np.outer(survivor, survivor)
        total += alive
    assert abs(total - 1) < 1e-9
    return result


def fit(log_t, failed=None):
    """Maximum-likelihood slope and ln(scale) for each row of samples."""
    top = log_t.max(axis=1, keepdims=True)
    x = log_t - top
    if failed is None:
        count, mean_failed = x.shape[1], x.mean(axis=1)
    else:
        count = failed.sum(axis=1)
        mean_failed = (x * failed).sum(axis=1) / count
    b = np.pi / np.sqrt(6) / x.std(axis=1)
    change = np.inf
    for _ in range(50):
        w = np.exp(b[:, None] * x)
        s0 = w.sum(axis=1)
        w *= x
        m1 = w.sum(axis=1) / s0
        m2 = np.einsum('ij,ij->i', w, x) / s0
        step = (m1 - 1 / b - mean_failed) / (m2 - m1**2 + 1 / b**2)
        new = np.maximum(b / 2, b - step)
        change = np.max(np.abs(new / b - 1))
        b = new
        if change < 1e-9:
            break
    assert change < 1e-9
    s0 = np.exp(b[:, None] * x).sum(axis=1)
    return b, top[:, 0] + np.log(s0 / count) / b


def sample_log_t(rows, n):
    z = rng.exponential(size=(rows, n))
    return np.log(eta) + np.log(z) / beta


# Closed-form information against quadrature, for two parameter pairs
for b, scale in [(beta, eta), (2.5, 7.0)]:
    closed = np.array([
        [(np.pi**2 / 6 + (1 - euler)**2) / b**2, -(1 - euler)],
        [-(1 - euler), b**2]])
    assert np.allclose(information(b, scale), closed, rtol=1e-6, atol=1e-7)
info = information(beta, eta)
inverse = np.linalg.inv(info)
relative_variance = inverse[0, 0] / beta**2
assert abs(relative_variance - 6 / np.pi**2) < 1e-6
n_real = relative_variance / target**2
n_need = int(np.ceil(n_real))
n_known_real = 1 / (info[0, 0] * beta**2 * target**2)
n_known = int(np.ceil(n_known_real))
assert n_need == 61 and n_known == 55

# The ratio fitted slope / true slope does not depend on the parameters
log_z = np.log(rng.exponential(size=(200, 61)))
ratio_a = fit(log_z)[0]
ratio_b = fit(np.log(7.0) + log_z / 2.5)[0] / 2.5
assert np.allclose(ratio_a, ratio_b, rtol=1e-7)

# Chip life: area scaling and its statistical error
w_chip = np.log(-np.log1p(-chip_fraction)) - np.log(area_chip / area_test)
log_life_stress = np.log(eta) + w_chip / beta
log_life_use = log_life_stress + exponent * np.log(v_stress / v_use)


def life_variance(n):
    c = 6 / np.pi**2
    return (1 + c * (w_chip - (1 - euler))**2) / (n * beta**2)


minimum = sample_log_t(100000, 20).min(axis=1)
w_min = np.log(-np.log(0.9)) - np.log(20)
assert abs(np.quantile(minimum, 0.1) - np.log(eta) - w_min / beta) < 0.04

# Large samples: tolerance covers sampling noise plus order 1/n corrections
n_large, rows_large = 400, 12000
large = sample_log_t(rows_large, n_large)
b_large, mu_large = fit(large)
var_large = n_large * np.var(b_large / beta)
assert abs(var_large / (6 / np.pi**2) - 1) < 0.08
cov_large = n_large * np.cov(b_large, mu_large)
c = 6 / np.pi**2
assert abs(cov_large[0, 1] - c * (1 - euler)) < 0.05
assert abs(cov_large[1, 1] * beta**2 / (1 + c * (1 - euler)**2) - 1) < 0.08
life_large = mu_large + w_chip / b_large
assert abs(np.var(life_large) / life_variance(n_large) - 1) < 0.08

# Stopping the test at t = eta
info_stop = information(beta, eta, stop_z=1.0)
var_stop = np.linalg.inv(info_stop)[0, 0] / beta**2
failed = large < np.log(eta)
b_stop, _ = fit(np.minimum(large, np.log(eta)), failed)
var_stop_sim = n_large * np.var(b_stop / beta)
assert abs(var_stop_sim / var_stop - 1) < 0.08
devices_stop = int(np.ceil(var_stop / target**2))
fail_fraction = 1 - np.exp(-1.0)
del large, failed

# Real scatter and bias at finite n
finite = {}
for n in (61, 65, 70, 75):
    b_n, mu_n = fit(sample_log_t(60000, n))
    finite[n] = (np.mean(b_n / beta) - 1, np.std(b_n / beta),
                 np.std(mu_n + w_chip / b_n))
assert finite[61][1] > target > finite[75][1]
assert finite[61][0] > 0

# Thickness spread: eta varies as thickness to the voltage exponent
s = exponent * thickness_spread
x_root = brentq(lambda x: digamma(x) + euler + (beta * s)**2 * x, 0.1, 1.1)
b_app = x_root * beta
mu_app = np.log(eta) + s**2 * b_app / 2 + gammaln(1 + x_root) / b_app
thickness = 1 + thickness_spread * rng.standard_normal((1, 400000))
b_mix, mu_mix = fit(sample_log_t(1, 400000) + exponent * np.log(thickness))
assert abs(b_mix[0] / beta - x_root) < 0.006
assert abs(mu_mix[0] - mu_app) < 0.009
life_shift = mu_app + w_chip / b_app - log_life_stress

sd_life = np.sqrt(life_variance(n_need))
print(f"Slope beta (input): {beta:.2f}")
print(f"Scale eta at stress (input): {eta:.0f} s")
print(f"Test area, chip gate area (inputs): {area_test:.1e}, {area_chip:.1e} cm2")
print(f"Allowed chip failure fraction (input): {chip_fraction:.1e}")
print(f"Stress, use voltage (inputs): {v_stress:.2f}, {v_use:.2f} V")
print(f"Voltage exponent (input): {exponent:.0f}")
print(f"Thickness spread (input): {100*thickness_spread:.1f} %")
print(f"Target relative standard error (input): {100*target:.0f} %")
print(f"Euler constant: {euler:.6f}; one minus it: {1-euler:.6f}")
print(f"pi^2/6: {np.pi**2/6:.6f}; 6/pi^2: {6/np.pi**2:.6f}")
print(f"beta^2 I_bb per failure, quadrature: {info[0,0]*beta**2:.6f}")
print(f"I_bmu per failure, quadrature: {info[0,1]:.6f}")
print(f"I_mumu/beta^2 per failure, quadrature: {info[1,1]/beta**2:.6f}")
print(f"Determinant, quadrature: {np.linalg.det(info):.6f}")
print(f"n Var(slope)/beta^2, quadrature: {relative_variance:.6f}")
print(f"Failures needed, both unknown: {n_real:.3f} -> {n_need}")
print(f"Failures needed, scale known: {n_known_real:.3f} -> {n_known}")
for n in (60, 61):
    print(f"Asymptotic error at n={n}: {100*np.sqrt(relative_variance/n):.3f} %")
print(f"Asymptotic slope error at n=61: {beta*np.sqrt(relative_variance/61):.4f}")
print(f"Simulated n Var(slope)/beta^2 at n={n_large}: {var_large:.4f}")
for n, (bias, sd, _) in finite.items():
    print(f"Simulated n={n}: bias {100*bias:.2f} %, scatter {100*sd:.2f} %")
print(f"Chip variable w: {w_chip:.3f}")
print(f"Chip life at stress voltage: {np.exp(log_life_stress):.3e} s")
print(f"Voltage acceleration factor: {(v_stress/v_use)**exponent:.3e}")
print(f"Chip life at use voltage: {np.exp(log_life_use):.3e} s")
print(f"Chip life at use voltage: {np.exp(log_life_use)/Julian_year:.1f} years")
print(f"Asymptotic error of ln(life), n=61: {sd_life:.3f}")
print(f"One-standard-error factor in life: {np.exp(sd_life):.2f}")
print(f"Simulated scatter of ln(life), n=61: {finite[61][2]:.3f}")
print(f"Stop at eta: expected failed fraction {100*fail_fraction:.1f} %")
print(f"Stop at eta: beta^2 I_bb per device {info_stop[0,0]*beta**2:.5f}")
print(f"Stop at eta: I_bmu per device {info_stop[0,1]:.5f}")
print(f"Stop at eta: I_mumu/beta^2 per device {info_stop[1,1]/beta**2:.5f}")
print(f"Stop at eta: n Var(slope)/beta^2 {var_stop:.4f}")
print(f"Stop at eta: simulated value {var_stop_sim:.4f}")
print(f"Stop at eta: devices needed {devices_stop}")
print(f"Stop at eta: expected failures {devices_stop*fail_fraction:.1f}")
print(f"Spread of ln(eta) from thickness: {s:.3f}")
print(f"Fitted/true slope with thickness spread: {x_root:.4f}")
print(f"Same ratio, simulated: {b_mix[0]/beta:.4f}")
print(f"Fitted slope with thickness spread: {b_app:.4f}")
print(f"Fitted scale with thickness spread: {np.exp(mu_app):.1f} s")
print(f"Shift of projected ln(life) from thickness: {life_shift:.3f}")
print(f"Projected/nominal life from thickness: {np.exp(life_shift):.3f}")
print(f"Life factor per unit voltage exponent: {v_stress/v_use:.3f}")
print("verified")
```

It prints:

```
Slope beta (input): 1.20
Scale eta at stress (input): 1000 s
Test area, chip gate area (inputs): 1.0e-06, 1.0e-01 cm2
Allowed chip failure fraction (input): 1.0e-04
Stress, use voltage (inputs): 2.20, 0.90 V
Voltage exponent (input): 35
Thickness spread (input): 1.0 %
Target relative standard error (input): 10 %
Euler constant: 0.577216; one minus it: 0.422784
pi^2/6: 1.644934; 6/pi^2: 0.607927
beta^2 I_bb per failure, quadrature: 1.823681
I_bmu per failure, quadrature: -0.422784
I_mumu/beta^2 per failure, quadrature: 1.000000
Determinant, quadrature: 1.644934
n Var(slope)/beta^2, quadrature: 0.607927
Failures needed, both unknown: 60.793 -> 61
Failures needed, scale known: 54.834 -> 55
Asymptotic error at n=60: 10.066 %
Asymptotic error at n=61: 9.983 %
Asymptotic slope error at n=61: 0.1198
Simulated n Var(slope)/beta^2 at n=400: 0.6197
Simulated n=61: bias 2.43 %, scatter 10.55 %
Simulated n=65: bias 2.21 %, scatter 10.17 %
Simulated n=70: bias 2.08 %, scatter 9.70 %
Simulated n=75: bias 1.90 %, scatter 9.38 %
Chip variable w: -20.723
Chip life at stress voltage: 3.162e-05 s
Voltage acceleration factor: 3.858e+13
Chip life at use voltage: 1.220e+09 s
Chip life at use voltage: 38.7 years
Asymptotic error of ln(life), n=61: 1.762
One-standard-error factor in life: 5.83
Simulated scatter of ln(life), n=61: 1.764
Stop at eta: expected failed fraction 63.2 %
Stop at eta: beta^2 I_bb per device 0.82135
Stop at eta: I_bmu per device 0.16448
Stop at eta: I_mumu/beta^2 per device 0.63212
Stop at eta: n Var(slope)/beta^2 1.2844
Stop at eta: simulated value 1.3144
Stop at eta: devices needed 129
Stop at eta: expected failures 81.5
Spread of ln(eta) from thickness: 0.350
Fitted/true slope with thickness spread: 0.9091
Same ratio, simulated: 0.9099
Fitted slope with thickness spread: 1.0909
Fitted scale with thickness spread: 1034.7 s
Shift of projected ln(life) from thickness: -1.693
Projected/nominal life from thickness: 0.184
Life factor per unit voltage exponent: 2.444
verified
```
